# Why second-order perturbation theory survives Bragg planes in three-dimensional metals

Anyone who computes the energy of a simple metal from a weak pseudopotential must decide how to treat the electrons near Bragg planes. One choice is to diagonalize the Hamiltonian there. The other is to use the second-order formula for every electron, although it gives an infinite shift on the plane itself. The second choice is far cheaper, because its sum over occupied states can be done once, in closed form. Whether it is safe depends on where the Fermi level lies relative to the gap and, when the two coincide, on the number of dimensions.

## The model and its two energy shifts

Take independent electrons in the fixed potential $2V\cos(Gx)$, with $V>0$. The sign is immaterial here, since moving the origin by half a period reverses it. Write $\alpha=\hbar^2/2m$, $e_k=\alpha k^2$ and $b=G/2$. The Bragg planes are at $k_x=\pm b$, and the free-electron energy at the centre of a plane is $E_B=\alpha b^2$. The quantity of interest is the sum of one-electron energies at zero temperature, with both spins counted. Screening is taken as already contained in $V$, and its double-counting energy is left out.

The potential couples $k$ to $k-G$ and $k+G$, each with matrix element $V$. For the first partner define half the energy difference,

$$d=\tfrac12(e_k-e_{k-G})=\tfrac{\alpha}{2}(2k_xG-G^2)=\alpha G(k_x-b).$$

The two-wave matrix has diagonal elements $\bar e+d$ and $\bar e-d$, where $\bar e$ is their mean, and off-diagonal element $V$. Its eigenvalues are $\bar e\pm\sqrt{d^2+V^2}$. The state that started at $\bar e+d$ therefore shifts by

$$s(d)=\mathrm{sgn}(d)\left[\sqrt{d^2+V^2}-|d|\right]=\frac{V^2}{2d}-\frac{V^4}{8d^3}+\dots\qquad(|d|\gg V).$$

The first term is the second-order shift. It diverges at $d=0$, where the true shift is only $\pm V$. Both expressions are odd in $d$: what a state just inside the plane loses, its partner just outside gains. If both are occupied, their shifts cancel in either treatment.

The partner $k+G$ gives a second shift of the same form, resonant at $k_x=-b$. I add the two shifts. This neglects their interference. It changes a level at the plane at order $V^3$, but only over a range of $k_x$ of order $V$, so it should enter the summed energy first at order $V^4$; comparison with diagonalization below supports this.

## The principal-value sum

At fixed $k_x$ the occupied transverse wavevectors fill a disc of area $\pi(k_F^2-k_x^2)$. With the state density $2/(2\pi)^3$, the number of electrons per volume and per $dk_x$ is

$$w(k_x)=\frac{k_F^2-k_x^2}{4\pi^2}.$$

The two partners contribute equally by reflection symmetry, so the second-order energy per volume is

$$E_2=2\,\mathrm{P}\!\!\int_{-k_F}^{k_F}\! w\,\frac{V^2}{2\alpha G(k-b)}\,dk=\frac{V^2}{4\pi^2\alpha G}\,\mathrm{P}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{k-b}\,dk .$$

The principal value P removes equal intervals on either side of the pole. Splitting the numerator as $k_F^2-k^2=(k_F^2-b^2)-(k-b)(k+b)$ gives

$$\mathrm{P}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{k-b}dk=-(k_F^2-b^2)L-2bk_F,\qquad L=\ln\left|\frac{k_F+b}{k_F-b}\right|.$$

With the density of states $D=k_F/(2\pi^2\alpha)$ at the Fermi level and $x=b/k_F$, this becomes

$$E_2=-V^2D\,F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

In one dimension the weight $w$ is replaced by the constant $2/(2\pi)=1/\pi$, and the energy per length is

$$E_2^{1D}=-\frac{V^2}{\pi\alpha G}\,L .$$

At $k_F=b$ the three-dimensional result is finite, because the vanishing factor $1-x^2$ beats the logarithm. The one-dimensional result diverges.

## Two errors of order $V^3$ that cancel

A finite answer need not be a correct one. Suppose first that $k_F-b$ is positive and much larger than $V/\alpha G$, so that the plane cuts well into the sphere. Put the two-wave shifts on the undistorted Fermi sphere. The excess over $E_2$ is $2\int w\,\Delta\,dk$, with $\Delta=s-V^2/2d$, an odd function of $d$. Set $q=k-b=d/\alpha G$ and expand the weight:

$$w=w(b)-\frac{b}{2\pi^2}q-\frac{q^2}{4\pi^2}.$$

The even terms give zero over a symmetric interval, so only the linear term counts. Since $\Delta$ falls as $V^4/d^3$, extending the limits to infinity costs only order $V^4$. The integral needed is

$$\int_{-\infty}^{\infty}\! d\,\Delta\,\mathrm{d}d=2\left[\tfrac13(d^2+V^2)^{3/2}-\tfrac13d^3-\tfrac12V^2d\right]_0^\infty=-\tfrac23V^3 .$$

The bracket vanishes at the upper limit and equals $V^3/3$ at the lower. One factor $1/\alpha G$ comes from $q$ and another from $dk$, so the excess is

$$2\left(-\frac{b}{2\pi^2}\right)\frac{1}{(\alpha G)^2}\left(-\frac23V^3\right)=\frac23BV^3,\qquad B=\frac{1}{2\pi^2\alpha^2G}.$$

Thus two-wave energies on the free sphere do not agree with the principal value at order $V^3$. What is missing is the response of the Fermi surface. States just inside the plane went down and those just outside went up, so electrons move from the outer side to the inner.

Let $\eta=\alpha k_\perp^2$ be the transverse energy. The area element $\pi\,d\eta/\alpha$ times $2/(2\pi)^3$ gives a constant density $c=1/(4\pi^2\alpha)$ per $dk_x\,d\eta$. At each $k_x$ the filling height changes by $\delta-s$, where $\delta$ is the change of the Fermi level. Fixed electron number requires $\int(\delta-s)\,dk_x=0$, so $\delta=\bar s$, the mean shift over $-k_F<k_x<k_F$ (the small movement of the end points is of higher order). The added electrons start at energy $E_F+s$, so the energy of redistribution is

$$c\int\left[(E_F+s)(\bar s-s)+\tfrac12(\bar s-s)^2\right]dk_x=-\frac{1}{8\pi^2\alpha}\int(s-\bar s)^2dk_x .$$

The constant $E_F$ dropped out by number conservation, and for the same reason $s$ in the first product could be replaced by $s-\bar s$. The mean $\bar s$ is of order $V^2$, because the large shifts of opposite sign cancel in it. It affects the result only at order $V^4$. Near each of the two planes,

$$\int_{-\infty}^{\infty}\! s^2\,\mathrm{d}d=2\left[\tfrac23d^3+V^2d-\tfrac23(d^2+V^2)^{3/2}\right]_0^\infty=\tfrac43V^3 ,$$

and the relaxation energy is therefore

$$-\frac{1}{8\pi^2\alpha}\cdot\frac{2}{\alpha G}\cdot\frac43V^3=-\frac{V^3}{3\pi^2\alpha^2G}=-\frac23BV^3 .$$

The cubic terms cancel. The principal value on the undistorted sphere equals the two-wave energy on the relaxed Fermi surface, up to order $V^4$. At $V=0.001\,E_B$, numerical integration gave $0.6663$ and $-0.6659$ for the two terms in units of $BV^3$. A test against plane-wave diagonalization, at the filling of the example below, compared the remaining error at $V=0.02\,E_B$ and $0.01\,E_B$. Its ratio was $16.007$, close to the $2^4$ expected.

## Why the cancellation is no accident

Near the plane, drop the small term $\alpha q^2$ and measure energy $\varepsilon$ from the gap centre. For motion along $x$ alone, $\varepsilon=\mathrm{sgn}(q)\sqrt{(\alpha Gq)^2+V^2}$. Solving for $q$ gives $\alpha Gq=\mathrm{sgn}(\varepsilon)\sqrt{\varepsilon^2-V^2}$ outside the gap, while inside it the number of filled states stays constant, as if $q=0$. Both cases are contained in

$$\alpha Gq=\mathrm{Re}\,f(\varepsilon+i0),\qquad f(z)=\sqrt{z-V}\sqrt{z+V}=z-\frac{V^2}{2z}-\frac{V^4}{8z^3}-\dots$$

The function $f$ is analytic in the upper half-plane. The second-order theory keeps the first two terms, and the real part of $1/(\varepsilon+i0)$ is the principal value of $1/\varepsilon$. This is where the prescription comes from.

The electron number per length is $2k/\pi$. Hence second-order theory misses a number $A\,n(\varepsilon)$, with

$$n(\varepsilon)=\mathrm{Re}f-\varepsilon+\frac{V^2}{2\varepsilon},\qquad A=\frac{2}{\pi\alpha G}.$$

The grand potential $\Omega=E-\mu N$ is minus the integral of the number over the chemical potential. In one dimension its error is $-A\int^{\mu}n\,d\varepsilon$. In three dimensions an extra integration over transverse energy supplies a weight, and the error is proportional to $\int^{\mu}(\mu-\varepsilon)\,n\,d\varepsilon$.

If $\mu$ lies far from the gap, the path of integration can be lifted off the real axis onto a wide arc. Everywhere on it $|z|\gg V$ and the neglected term is of order $V^4/|z|^3$. The error is then of order $V^4$ in both dimensions, provided $\mu$ also avoids the higher gaps: at the second gap, near $4E_B$, the effective coupling is $V^2/4E_B$ and a chain acquires a $V^4\ln V$ term. The divergence on the plane was a matter of the path chosen. If $\mu$ lies at the gap, the end of the path is pinned there. Setting $\varepsilon=Vt$ shows the consequence: $n\,d\varepsilon$ scales as $V^2$, and the weight $\mu-\varepsilon$ adds one more power in three dimensions.

## The Fermi level at the gap

From here on, $\varepsilon$ is the position of the chemical potential, and $y=\varepsilon/V$. Since $n$ is odd, its integral over all energies vanishes, and the one-dimensional error at fixed chemical potential is $AV^2h(y)$ with $h(y)=\int_y^\infty n\,dt$ in units where $V=1$. For $t>1$ an antiderivative of $n$ is

$$\tfrac12t\sqrt{t^2-1}-\tfrac12\,\mathrm{arcosh}\,t-\tfrac12t^2+\tfrac12\ln t .$$

It tends to $-\frac14-\frac12\ln2$ at infinity and equals $-\frac12$ at $t=1$, so $h(1)=\frac14-\frac12\ln2$. Inside the gap $n=-t+1/2t$, and adding its integral from $y$ to 1 gives

$$h(y)=\frac{y^2}{2}-\frac12\ln(2|y|)-\frac14\qquad(|y|<1).$$

Outside the gap one subtracts $\frac12|y|\sqrt{y^2-1}-\frac12\mathrm{arcosh}|y|$ from this expression, and for large $|y|$ the result tends to $-1/(16y^2)$.

At $y\to0$ the function $h$ diverges upward and must repair the downward divergence of $E_2^{1D}$. There $k_F+b\to G$ and $k_F-b\to\varepsilon/\alpha G$, so $L\to\ln(\alpha G^2/|\varepsilon|)$. Adding the error, with $A=2/(\pi\alpha G)$, gives

$$-\frac{V^2}{\pi\alpha G}\left[\ln\frac{\alpha G^2}{|\varepsilon|}+\ln\frac{2|\varepsilon|}{V}+\frac12\right]=-\frac{V^2}{\pi\alpha G}\left[\ln\frac{8E_B}{V}+\frac12\right].$$

The distance $\varepsilon$ has cancelled, and $\alpha G^2=4E_B$ was used. With the chemical potential in mid-gap the electron number is that of the filled band for every small $V$, so this is also the change of energy, to leading order. It contains $V^2\ln V$, which no power series in $V$ can give.

In three dimensions each transverse mode acts as a one-dimensional system with its own reduced chemical potential. These modes have density $1/(4\pi\alpha)$ per area and energy. Since $A/4\pi\alpha=B$, the error is $BV^3H(y)$ with $H(y)=\int_{-\infty}^yh\,dt$. Integration by parts, using $h'=-n$, gives

$$\int_0^\infty\! h\,dy=\int_0^\infty\! y\,n\,dy=\int_0^1\!\left(\tfrac12-y^2\right)dy+\left[\tfrac13(y^2-1)^{3/2}-\tfrac13y^3+\tfrac12y\right]_1^\infty=\tfrac16-\tfrac16=0 .$$

Because $h$ is even, $H(y)=\int_0^yh\,dt$, which is odd. It vanishes at $y=0$ and decays as $1/(16y)$, which turns $V^3$ into $V^4/\varepsilon$, as the arc argument requires. Inside the gap

$$H(y)=\frac{y^3}{6}-\frac y2\ln(2|y|)+\frac y4 .$$

For positive $y$, $h$ falls until $y=1/\sqrt2$ and then rises towards zero from below, so it has one zero, at $y=0.341$. There $H$ has its maximum, $0.157$. At fixed chemical potential and to leading order, the error in three dimensions is thus at most $0.157\,BV^3$ in size. At fixed electron number there is a further positive term, the square of the number change divided by $2D$. At tangency it is of order $V^4\ln^2V$.

Both functions were tested against diagonalization at $V=0.001\,E_B$ for $y=-2,\,-0.34,\,0.34,\,1.5$ and $3$. The largest deviations were $0.0008$ in $H$ and $0.00008$ in $h$.

Derivatives of the energy are less well protected. The derivative of $BV^3H$ with respect to $\mu$ is $BV^2h$, so the electron number at fixed $\mu$ has a logarithmic error at tangency even in three dimensions. And if there is no transverse dispersion, the averaging integral is absent and the one-dimensional result returns.

## Numbers in the regime of aluminium

Take an fcc lattice with $a=0.405$ nm, three electrons per atom and $V=0.8$ eV for the (200) waves. These are rough typical values for aluminium. Then $G=31.03$ nm$^{-1}$, $k_F=17.49$ nm$^{-1}$, $E_F=11.65$ eV and $E_B=9.17$ eV. The Fermi level lies $(11.65-9.17)/0.8=3.1$ units of $V$ above the gap centre.

A state $0.01$ nm$^{-1}$ outside the plane has $d=0.0118$ eV. Second order shifts it by $0.64/(2\times0.0118)\approx27$ eV; the two-wave shift is $0.79$ eV. About 2.5 % of the states in the free sphere have $|d|<V$, where the expansion of a single level in powers of $V$ does not converge.

For the total, the electron density is $n_e=2DE_F/3$, so the energy per electron is

$$\frac{E_2}{n_e}=-\frac{3V^2F}{2E_F}=-\frac{1.5\times0.64\times0.669}{11.65}\ \mathrm{eV}=-55.1\ \mathrm{meV}.$$

At the same electron number, the other treatments of this one pair of waves give:

- two-wave shifts on the free sphere: $-53.1$ meV
- relaxation of the Fermi surface: $-1.9$ meV
- their sum: $-55.0$ meV
- diagonalization: $-55.0$ meV

The cubic law predicts $\pm2.1$ meV for the two cancelling terms, against $+2.0$ and $-1.9$ meV found. Second order misses the diagonalized energy by $0.14$ meV, or $0.26$ % of that energy shift. At fixed chemical potential the error is only $0.02$ meV, so most of the $0.14$ meV comes from holding the electron number fixed.

At $y=0.34$, where the cubic law is largest, the same $G$ and $V$ give an error of $0.7$ meV by that law. Diagonalization at fixed number gives $1.1$ meV, 2 % of the $54.5$ meV shift. The gap between $0.7$ and $1.1$ shows that terms beyond the cubic law, among them the positive fixed-number term, still count at this $V$.

A chain with the same $G$ and $V$ and a filled lower band behaves differently. It has $G/\pi$ electrons per length, so the logarithmic law per electron is

$$-\frac{V^2}{4E_B}\left[\ln\frac{8E_B}{V}+\frac12\right]=-\frac{0.64}{36.68}\,(4.52+0.50)\ \mathrm{eV}=-87.6\ \mathrm{meV},$$

against $-87.5$ meV from diagonalization. If $k_F$ exceeds $b$ by one part in $10^2$, $10^4$ and $10^6$, the principal-value formula gives $-92$, $-173$ and $-253$ meV, while diagonalization gives $-80$, $-87$ and $-88$ meV. The first figure is already too large in size by 15 % of the diagonalized value, and closer to the plane the formula diverges.

Reducing $V$ separates the two cases further. Each halving from $0.8$ to $0.1$ eV, at the fixed aluminium filling, cuts the relative error in three dimensions about fourfold, from $0.26$ % to $0.004$ %. In the chain, each halving lowers $E/V^2$ by $0.019$ eV$^{-1}$, which is $\ln2/4E_B$.

## What a real crystal adds

In aluminium the planes of six (200) and eight (111) waves cut the Fermi sphere, and these waves couple to one another. For example, $(111)+(1\bar1\bar1)=(200)$, which closes a triangle and permits a third-order energy. I diagonalized the fcc crystal with these fourteen waves only, using $0.2$ eV for (111), again a rough typical value, and a numerical smearing of $0.4$ eV. With smearing, the quantity compared is the free energy. Its principal-value sum, smeared equally, is $-180.4$ meV per electron. The part of the diagonalized free energy even in the potentials is $-179.8$ meV, a difference of $0.4$ %. The odd part, which starts at third order, is $4.0$ meV, or 2 % of the second-order energy. In this model the terms joining different planes thus cost more than the singularity on any one plane. A temperature of 300 K changes the one-pair second-order free energy by about $1\ \mu$eV. The higher shells, (220), (311) and beyond, are left out. Their planes lie outside the Fermi sphere, but they are not small in a real pseudopotential: six (220) pairs with $V=0.8$ eV and $F\approx0.25$ would add about $-124$ meV at second order. They also close triangles such as $(200)+(020)=(220)$ whose three potentials are all large, so the third-order energy of real aluminium can be many times the $4.0$ meV of this two-shell model. Self-consistent screening and the non-locality of a real pseudopotential are not included either, and their effect has not been sized here.

The decision can now be stated with its conditions. For the summed energy of a three-dimensional metal with a potential this weak, the principal-value formula may be used across Bragg planes, but third order must be added wherever the waves close triangles, as they do in aluminium. It is a few meV per electron in the two-shell model and can be much larger once higher shells are included. For individual levels near a plane, and for chains filled to the gap, the second-order formula fails. If two-wave energies are used in the sum and the planes cut well into the Fermi sphere, the Fermi surface must be relaxed with them, since otherwise the more detailed treatment gives the poorer total. The full numerical output follows.

## Computed values

```
lattice constant a = 0.405 nm, V(200) = 0.8 eV, V(111) = 0.2 eV
hbar^2/2m = 0.03810 eV nm^2
G(200) = 31.028 1/nm, kF = 17.488 1/nm
G/2kF = 0.8871, Lindhard factor F = 0.6691
Fermi energy = 11.652 eV, face energy E_B = 9.170 eV
y = (E_F - E_B)/V = 3.103
state 0.01 1/nm outside the plane: half-splitting d = 0.01182 eV
  second-order shift = 27.07 eV
  two-wave shift     = 0.788 eV
share of occupied states with |d| < V = 2.47 %
Energy per electron, one (200) pair, fixed electron number:
  PV second order           = -55.123 meV
  two-wave, free sphere     = -53.094 meV
  relaxation of the surface = -1.910 meV
  two-wave, relaxed         = -55.004 meV
  diagonalization           = -54.979 meV
  (2/3) B V^3               = 2.125 meV
worst case near tangency: y = 0.3406, H = 0.1571
  PV energy there       = -54.493 meV
  cubic law for error   = 0.687 meV
  diagonalization - PV  = 1.115 meV (fixed number)
V (eV) | 3D: (diag - PV)/PV (%) | 1D filled band: E/V^2 (1/eV)
  0.8 | -0.2627 | -0.13677
  0.4 | -0.0651 | -0.15570
  0.2 | -0.0162 | -0.17461
  0.1 | -0.0041 | -0.19351
1D filled band, V = 0.8 eV, per electron:
  diagonalization = -87.534 meV
  logarithmic law = -87.564 meV
1D, 2kF/G - 1 | PV (meV) | diagonalization (meV), per electron
  1e-02 | -91.62 | -79.67
  1e-04 | -172.78 | -87.45
  1e-06 | -253.15 | -87.53
Full fcc crystal, 14 waves, smearing 0.4 eV, per electron:
  PV second order, all pairs     = -180.40 meV
  diagonalization, even in V     = -179.75 meV
  diagonalization, odd in V      = 4.00 meV
  change from coarser k-mesh     = 0.023 meV
300 K change of one-pair PV energy = 1.048 micro-eV
test: 3D error ratio for V halved = 16.007
test: cubic terms / (B V^3) = 0.6663, -0.6659
test: largest misfit of H = 0.00080, of h = 0.00008
```
